\section*{Lowest-order Fröhlich shift of a band edge in anisotropic polar crystals, part 1}

(Sections cited here and not found follow in the later parts.)

Consider one electron at the bottom of an isotropic parabolic conduction band, $E(\mathbf k)=k^2/2m$, in a cubic polar insulator with two atoms per cell, at zero temperature. Hartree atomic units ($\hbar=m_e=e=1$) and Gaussian electrostatics are used throughout. The crystal has volume $V$, a dielectric constant $\varepsilon_\infty$ when the ions are clamped and $\varepsilon_0$ when they are free to relax, and one longitudinal optical branch whose frequency $\omega$ is taken independent of the wavevector. In this case the coupling of the electron to the lattice follows from an energy balance alone. Write the potential energy that the longitudinal vibrations create for an electron at $\mathbf r$ as
\begin{equation}
U(\mathbf r)=\sum_{\mathbf q} g_{\mathbf q}\,e^{i\mathbf q\cdot\mathbf r}\,\bigl(b_{\mathbf q}+b^\dagger_{-\mathbf q}\bigr),\qquad g_{-\mathbf q}=g_{\mathbf q}^{*},
\label{eq:U}
\end{equation}
where $b_{\mathbf q}$ annihilates a phonon and the condition on $g$ makes $U$ Hermitian. Replace the electron for a moment by a fixed, smooth number density $n(\mathbf r)$ with $n_{\mathbf q}=\int n\,e^{-i\mathbf q\cdot\mathbf r}d^3r$. Then $\int nU\,d^3r=\sum_{\mathbf q}(\gamma_{\mathbf q}b_{\mathbf q}+\gamma^*_{\mathbf q}b^\dagger_{\mathbf q})$ with $\gamma_{\mathbf q}=g_{\mathbf q}n_{\mathbf q}^*$, after $\mathbf q$ is renamed $-\mathbf q$ in the creation terms. Each oscillator is displaced, as completing the square shows,
\begin{equation}
\omega b^\dagger b+\gamma b+\gamma^*b^\dagger=\omega\Bigl(b^\dagger+\frac{\gamma}{\omega}\Bigr)\Bigl(b+\frac{\gamma^*}{\omega}\Bigr)-\frac{|\gamma|^2}{\omega},
\end{equation}
and since the shifted operators obey the same commutation rule, the lattice relaxes by $-\sum_{\mathbf q}|g_{\mathbf q}|^2|n_{\mathbf q}|^2/\omega$. Macroscopic electrostatics gives the same energy. In a linear medium of constant $\varepsilon$ a charge density $\rho=-n$ has the potential $\phi_{\mathbf q}=4\pi\rho_{\mathbf q}/(\varepsilon q^2)$, and the work of assembling it is $\tfrac12\int\rho\phi\,d^3r=(2\pi/V)\sum_{\mathbf q}|n_{\mathbf q}|^2/(\varepsilon q^2)$. Releasing the ions changes $\varepsilon_\infty$ into $\varepsilon_0$. The two energies must agree for every $n$, so that
\begin{equation}
|g_{\mathbf q}|^2=\frac{2\pi\omega}{Vq^2\varepsilon^*},\qquad \frac1{\varepsilon^*}=\frac1{\varepsilon_\infty}-\frac1{\varepsilon_0}.
\label{eq:giso}
\end{equation}

The real electron recoils. Let $|0\rangle$ be the state with the electron at $\mathbf k=0$ and no phonon, with energy set to zero. The term $g_{\mathbf q}e^{i\mathbf q\cdot\mathbf r}b^\dagger_{-\mathbf q}$ takes it to a state $|\mathbf q\rangle$ with the electron at $\mathbf q$ and one phonon at $-\mathbf q$, of energy $E_{\mathbf q}=\omega+q^2/2m$, with matrix element $g_{\mathbf q}$. This takes the overlap of the periodic parts of the Bloch functions at $\mathbf 0$ and $\mathbf q$ equal to one, which holds for a non-degenerate band when $q$ is small against a reciprocal lattice vector and the $\mathbf k\cdot\mathbf p$ matrix elements to other bands, which grow as $q$, are small against the energy gaps to those bands. In a narrow-gap material the second condition is the stricter one. Write the perturbed state as $|0\rangle+\sum c_{\mathbf q}|\mathbf q\rangle+\dots$. Projection of the Schr\"odinger equation on $|\mathbf q\rangle$ gives $g_{\mathbf q}+E_{\mathbf q}c_{\mathbf q}=0$ to first order in $g$, and projection on $|0\rangle$ gives $\Delta E=\sum g^*_{\mathbf q}c_{\mathbf q}$, because $U$ connects $|0\rangle$ to one-phonon states only. Hence
\begin{equation}
\Delta E=-\sum_{\mathbf q}\frac{|g_{\mathbf q}|^2}{\omega+q^2/2m}.
\label{eq:second}
\end{equation}
Reversing the sign of every $b$ reverses $U$ and leaves the spectrum unchanged, so the energy is even in $g$ and the next term is of fourth order. With periodic boundary conditions each $\mathbf q$ occupies a volume $(2\pi)^3/V$, so $\sum_{\mathbf q}\to V(2\pi)^{-3}\int q^2dq\,d\hat q$, where $d\hat q$ is the element of solid angle. The factor $q^2$ cancels the $1/q^2$ of the coupling, and the substitution $q=\sqrt{2m\omega}\,x$ does the radial integral,
\begin{equation}
\int_0^\infty\frac{dq}{\omega+q^2/2m}=\frac{\sqrt{2m\omega}}{\omega}\int_0^\infty\frac{dx}{1+x^2}=\frac{\pi}{2}\sqrt{\frac{2m}{\omega}} .
\label{eq:radial}
\end{equation}
The angles give $4\pi$, and
\begin{equation}
\Delta E=-\frac{4\pi}{8\pi^3}\cdot\frac{2\pi\omega}{\varepsilon^*}\cdot\frac{\pi}{2}\sqrt{\frac{2m}{\omega}}
=-\frac{\omega}{2\varepsilon^*}\sqrt{\frac{2m}{\omega}}=-\alpha\omega,\qquad \alpha=\frac1{\varepsilon^*}\sqrt{\frac{m}{2\omega}} .
\label{eq:iso}
\end{equation}
This is the Fr\"ohlich shift of the band edge at lowest order in the coupling constant $\alpha$. It is present at zero temperature because the electron emits and reabsorbs virtual phonons, and it equals $-1/(2\varepsilon^* r_p)$ with $r_p=1/\sqrt{2m\omega}$, the form of a Coulomb energy with constant $\varepsilon^*$ at the distance $2r_p=\sqrt{2/m\omega}$, which an electron of kinetic energy $\omega$, and so of speed $\sqrt{2\omega/m}$, covers in a time $1/\omega$. Nothing in the radial integral links one direction of $\mathbf q$ to another. If the mass, the frequency and the coupling depend on the direction $\hat q$, Eq.~\eqref{eq:radial} holds ray by ray, and only the factor $4\pi$ is replaced by an angular integral. What a crystal of low symmetry, or a cubic one with several polar modes, requires in addition is the coupling of each separate mode, which the energy balance cannot resolve when several modes share the screening.

Take then $N$ cells of volume $\Omega_0$, with atoms $\kappa$ of mass $M_\kappa$, and a long-wavelength displacement pattern $u_{\kappa\beta}e^{i\mathbf q\cdot\mathbf r}$ in a macroscopic field $\mathbf E$. To second order in $u$ and $\mathbf E$ the electric enthalpy of a cell is
\begin{equation}
F=\tfrac12\sum u_{\kappa\beta}\Phi_{\kappa\beta,\kappa'\beta'}u_{\kappa'\beta'}-\sum E_\alpha Z^*_{\kappa,\alpha\beta}u_{\kappa\beta}-\frac{\Omega_0}{8\pi}\mathbf E\cdot(\varepsilon_\infty-1)\cdot\mathbf E ,
\end{equation}
where $\Phi$ holds the force constants at zero macroscopic field, summed over cells, $Z^*_\kappa$ is the Born effective charge tensor and $\varepsilon_\infty$ is now a symmetric positive tensor. The polarisation $-\Omega_0^{-1}\partial F/\partial E_\alpha$ is an electronic part $(\varepsilon_\infty-1)\mathbf E/4\pi$ plus an ionic part $\mathbf P$, and the force $-\partial F/\partial u_{\kappa\beta}$ contains the same tensor $Z^*$ because both come from one mixed term:
\begin{equation}
P_\alpha=\frac1{\Omega_0}\sum_{\kappa\beta}Z^*_{\kappa,\alpha\beta}u_{\kappa\beta},\qquad
M_\kappa\ddot u_{\kappa\beta}=-\sum\Phi_{\kappa\beta,\kappa'\beta'}u_{\kappa'\beta'}+\sum_\alpha E_\alpha Z^*_{\kappa,\alpha\beta}.
\label{eq:eom}
\end{equation}
The displacement field is $\mathbf E$ plus $4\pi$ times the total polarisation, that is $\varepsilon_\infty\mathbf E+4\pi\mathbf P$. Retardation is neglected, since the wavevectors of order $1/r_p$ that matter lie far above $\omega/c$, so $\mathbf E=-\nabla\phi=-i\mathbf q\phi$. In an insulator without free charge the divergence of the displacement field vanishes, $i\mathbf q\cdot(-i\varepsilon_\infty\mathbf q\,\phi+4\pi\mathbf P)=0$, which reads $(\mathbf q\cdot\varepsilon_\infty\cdot\mathbf q)\phi+4\pi i\,\mathbf q\cdot\mathbf P=0$. Therefore
\begin{equation}
\phi=-\frac{4\pi i\,\mathbf q\cdot\mathbf P}{\mathbf q\cdot\varepsilon_\infty\cdot\mathbf q}=-\frac{4\pi i\,\hat q\cdot\mathbf P}{q\,\varepsilon_\infty(\hat q)},\qquad
\mathbf E=-i\mathbf q\phi=-4\pi\hat q\,\frac{\hat q\cdot\mathbf P}{\varepsilon_\infty(\hat q)},
\label{eq:phi}
\end{equation}
with the notation $\varepsilon(\hat q)=\hat q\cdot\varepsilon\cdot\hat q$ for any dielectric tensor. Only the component of $\mathbf P$ along $\hat q$ produces a potential, because only that component carries bound charge $-\nabla\cdot\mathbf P$. The field does not depend on $|\mathbf q|$ but it does depend on $\hat q$.

Introduce mass-weighted displacements $w_{\kappa\beta}=\sqrt{M_\kappa}\,u_{\kappa\beta}$, the analytic dynamical matrix $D^0=\Phi_{\kappa\beta,\kappa'\beta'}/\sqrt{M_\kappa M_{\kappa'}}$ and the vector
\begin{equation}
z_{\kappa\beta}(\hat q)=\sum_\alpha\hat q_\alpha Z^*_{\kappa,\alpha\beta}/\sqrt{M_\kappa}.
\end{equation}
Then $\hat q\cdot\mathbf P=z\cdot w/\Omega_0$, and the field term of Eq.~\eqref{eq:eom}, divided by $\sqrt{M_\kappa}$, is $-4\pi z_{\kappa\beta}\,(z\cdot w)/(\Omega_0\varepsilon_\infty(\hat q))$. The equation of motion becomes $\ddot w=-D(\hat q)w$ with
\begin{equation}
D(\hat q)=D^0+c\,zz^{T},\qquad c=\frac{4\pi}{\Omega_0\,\varepsilon_\infty(\hat q)} .
\label{eq:D}
\end{equation}
This matrix is real, symmetric and even in $\hat q$, so its orthonormal eigenvectors $e_j(\hat q)$ can be chosen real and even; its eigenvalues are $\omega_j^2(\hat q)$. A rigid translation $u_\kappa=\mathbf t$ has $w_\kappa=\sqrt{M_\kappa}\,\mathbf t$ and $z\cdot w=\hat q\cdot(\sum_\kappa Z^*_\kappa)\cdot\mathbf t$. Moving the whole neutral crystal creates no polarisation, so $\sum_\kappa Z^*_\kappa=0$, the vector $z$ is orthogonal to the three translations, and these remain zero modes of $D(\hat q)$ without coupling. All sums over $j$ below run over optical modes, on which $D^0$ is assumed positive, as a stable lattice requires. The acoustic branches couple through the strain. For a given displacement amplitude, the piezoelectric potential is one order higher in $q$ than the $1/q$ potential of the polar modes, and the deformation potential is two orders higher; these are outside the model, as are the quadrupole potential of the optical modes, which is also one order higher in $q$ than the dipole one, all short-range couplings and the term of second order in the displacements.

To quantise, expand $u_{l\kappa\beta}=(NM_\kappa)^{-1/2}\sum_{\mathbf qj}e_{\kappa\beta,j}e^{i\mathbf q\cdot\mathbf R_l}Q_{\mathbf qj}$ for the cell at $\mathbf R_l$. The lattice sum $\sum_l e^{i(\mathbf q+\mathbf q')\cdot\mathbf R_l}=N\delta_{\mathbf q',-\mathbf q}$ and the orthonormality of the $e_j$ turn the kinetic energy $\tfrac12\sum M_\kappa\dot u^2$ into $\tfrac12\sum|\dot Q_{\mathbf qj}|^2$. Each $Q$ is thus the coordinate of a unit-mass oscillator, $Q_{\mathbf qj}=(2\omega_j)^{-1/2}(b_{\mathbf qj}+b^\dagger_{-\mathbf qj})$. The frequencies are taken at their $q\to0$ limit along $\hat q$, which neglects their dispersion. This concerns wavevectors far beyond $1/r_p$. Since $\arctan1=\pi/4$, half of the integral in Eq.~\eqref{eq:radial} comes from $q>1/r_p$, and a frequency change that grows as $q^2$, entering through the factor of $\omega$ in the vertex, offsets the $1/q^2$ decay of the integrand, so this effect is spread over the whole zone. Its sign depends on how the polarity of the mode varies with $q$, which the model does not describe. The same change in the energy denominator only renormalises the recoil mass slightly. Define the mode polarity vector
\begin{equation}
p_{j,\alpha}(\hat q)=\sum_{\kappa\beta}Z^*_{\kappa,\alpha\beta}\,e_{\kappa\beta,j}(\hat q)/\sqrt{M_\kappa},\qquad \hat q\cdot\mathbf p_j=z\cdot e_j .
\end{equation}
The polarisation carried by mode $\mathbf qj$ is $\mathbf p_j\,(b_{\mathbf qj}+b^\dagger_{-\mathbf qj})e^{i\mathbf q\cdot\mathbf r}/(\Omega_0\sqrt{2N\omega_j})$. The electron has charge $-1$, so $U=-\phi$, and Eq.~\eqref{eq:phi} gives the vertex
\begin{equation}
g_{\mathbf qj}=\frac{4\pi i}{\Omega_0\sqrt{2N\omega_j}}\,\frac{\hat q\cdot\mathbf p_j}{q\,\varepsilon_\infty(\hat q)},\qquad
|g_{\mathbf qj}|^2=\Bigl(\frac{4\pi}{\Omega_0}\Bigr)^2\frac{1}{2N\omega_jq^2}\Bigl(\frac{\hat q\cdot\mathbf p_j}{\varepsilon_\infty(\hat q)}\Bigr)^2 .
\label{eq:g}
\end{equation}
It is imaginary and odd in $\mathbf q$, which satisfies $g_{-\mathbf q}=g_{\mathbf q}^*$.

The vertex of Eq.~\eqref{eq:g} gives the long-wavelength dipole coupling of the electron to each optical mode of a general polar crystal. What remains is to sum the second-order energy over modes and directions for an anisotropic band, and to relate the result to the dielectric function.
